\section*{Why longer roughness correlation length eventually raises mobility at fixed height}

\section{The result}

Electrons in an inversion layer scatter from an interface of rms height $D$ and lateral correlation length $L$. Keep $D$, the electron density and the normal field fixed, and increase $L$. For Gaussian roughness, one isotropic subband and no screening, the momentum relaxation rate of electrons with wave number $k$ is
\begin{equation}
\frac1\tau=\frac{\pi mV^2L^2}{\hbar^3}\,e^{-x}\,[I_0(x)-I_1(x)],\qquad x=\frac{k^2L^2}{2},
\label{main}
\end{equation}
where $V=eFD$, $F$ is the mean normal field, $m$ the in-plane mass and $I_n$ are modified Bessel functions. The rate grows as $L^2$ when $kL\ll1$, peaks at $kL\simeq1.26$, and falls as $1/L$ when $kL\gg1$. The mobility $\mu=e\tau/m$ therefore passes through a minimum and then rises.

The rise does not come from rarer collisions. In this model the total collision rate keeps growing, as $L$. The average effect of a collision on the momentum falls faster, as $1/L^2$, because the deflection angles shrink as $1/(kL)$. Screening and a different roughness spectrum change this account, as shown below.

\section{From a rough wall to a scattering potential}

The electron is held against a hard wall by a potential energy $U(z)$. Move the wall from $z=0$ to $z=D$ and measure distance from it, $\zeta=z-D$. The wall is again at $\zeta=0$, but the potential is now $U(\zeta+D)\simeq U(\zeta)+D\,U'(\zeta)$. To first order the level shifts by $D\langle U'\rangle$.

If the displacement $D(\mathbf r)$ varies along the interface, the same substitution turns $\partial_x$ into $\partial_x-(\partial_xD)\,\partial_\zeta$. The extra first-order terms each contain one $\partial_\zeta$. Their mean within a subband vanishes, since $\int\psi\psi'\,d\zeta=\tfrac12[\psi^2]=0$ for a bound real $\psi$. The scattering potential within the subband is thus $\langle U'\rangle D(\mathbf r)$.

In Gaussian units, with depletion density $N_{\rm dep}$ lying deep in the semiconductor, electron density $N$ and permittivity $\kappa_s$, Gauss's law gives
\begin{equation}
U'(z)=\frac{4\pi e^2}{\kappa_s}\,[N_{\rm dep}+N P(z)],\qquad P(z)=\int_z^\infty\psi^2\,dz'.
\end{equation}
Since $P'=-\psi^2$, the mean of $P$ is $-\int_0^\infty P'P\,dz=\tfrac12[P(0)^2-P(\infty)^2]=\tfrac12$. Hence
\begin{equation}
\langle U'\rangle=eF,\qquad F=\frac{4\pi e}{\kappa_s}\left(N_{\rm dep}+\frac N2\right).
\end{equation}
Here $U$ is held fixed as the wall moves; the response of the other electrons is screening, treated later. A self-consistent Hartree calculation with the parameters of the example gave a level shift per unit wall shift equal to $eF$ to four digits.

\section{What fixed height means}

Take the correlation $\langle D(\mathbf r)D(0)\rangle=D^2e^{-r^2/L^2}$. Its Fourier transform is a product of two one-dimensional Gaussian integrals, each equal to $\sqrt\pi\,L\,e^{-q_i^2L^2/4}$:
\begin{equation}
S(q)=\pi D^2L^2e^{-q^2L^2/4},\qquad \int\frac{d^2q}{(2\pi)^2}\,S(q)=D^2.
\label{spec}
\end{equation}
The second relation is the inverse transform at $r=0$. Fixed height fixes the volume under the spectrum. Increasing $L$ makes the spectrum taller, as $L^2$, and narrower, as $1/L$.

\section{The relaxation rate}

For a sample of area $A$ the mean squared matrix element is $e^2F^2S(q)/A$. The golden rule gives the rate per unit scattering angle. The sum over final states is $A\int k'dk'\,d\theta/(2\pi)^2$, and $\int k'dk'\,\delta(E-E')=m/\hbar^2$, so
\begin{equation}
w(\theta)=\frac{2\pi}{\hbar}\,e^2F^2S(q)\,\frac{m}{4\pi^2\hbar^2}
=\frac{me^2F^2}{2\pi\hbar^3}\,S(q),\qquad q=2k\sin\frac\theta2.
\end{equation}
The value of $q$ is the chord between two points of the energy circle.

A weak electric field along the plane distorts the distribution by $\phi\cos\theta$. Collisions change this distortion at the rate
\begin{equation}
\int_0^{2\pi}\! w(\alpha)\,\phi\,[\cos(\theta+\alpha)-\cos\theta]\,d\alpha
=-\phi\cos\theta\int_0^{2\pi}\! w(\alpha)(1-\cos\alpha)\,d\alpha .
\end{equation}
The term with $\sin\theta\sin\alpha$ dropped out because $w$ is even. The last integral is $1/\tau$. The factor $1-\cos\alpha$ is the fraction of forward momentum lost in a turn by $\alpha$. The total collision rate $\Gamma=\int w\,d\alpha$ lacks this factor.

On the energy circle $q^2L^2/4=k^2L^2\sin^2(\theta/2)=x(1-\cos\theta)$. With $\int_0^{2\pi}e^{x\cos\theta}\cos n\theta\,d\theta=2\pi I_n(x)$,
\begin{align}
\Gamma&=\frac{mV^2}{2\pi\hbar^3}\,\pi L^2\,e^{-x}\,2\pi I_0(x)
=\frac{\pi mV^2L^2}{\hbar^3}\,e^{-x}I_0(x),\\
\frac1\tau&=\Gamma\,\langle1-\cos\theta\rangle,\qquad
\langle1-\cos\theta\rangle=1-\frac{I_1(x)}{I_0(x)},
\end{align}
which is \eqref{main}.

\section{The two limits and the turnover}

For $kL\ll1$ the spectrum is flat over the whole circle. Scattering is isotropic, $\langle1-\cos\theta\rangle\to1$, and both rates equal $\pi mV^2L^2/\hbar^3$. Longer correlation then means stronger scattering.

For $kL\gg1$ only small angles matter, and $1-\cos\theta\simeq\theta^2/2$. The required integrals are
\begin{equation}
\int_{-\infty}^{\infty}\! e^{-x\theta^2/2}d\theta=\sqrt{\frac{2\pi}{x}}=\frac{2\sqrt\pi}{kL},\qquad
\int_{-\infty}^{\infty}\!\frac{\theta^2}{2}e^{-x\theta^2/2}d\theta=\frac1{2x}\sqrt{\frac{2\pi}{x}} .
\end{equation}
Their ratio is the mean loss per collision, $1/(2x)=1/(kL)^2$. Multiplying by the prefactor $mV^2L^2/(2\hbar^3)$ gives
\begin{equation}
\Gamma\simeq\frac{\sqrt\pi\,mV^2L}{\hbar^3k},\qquad
\frac1\tau\simeq\frac{\sqrt\pi\,mV^2}{\hbar^3k^3L}.
\label{large}
\end{equation}
The powers can be counted directly. The height of the spectrum gives $L^2$ and the accessible range of angles gives $L^{-1}$, so $\Gamma\propto L$. The momentum weight $\theta^2$ gives a further $L^{-2}$, so $1/\tau\propto L^{-1}$. Without that last factor there would be no recovery of the mobility.

At fixed $k$ the rate is proportional to $g(x)=xe^{-x}(I_0-I_1)$. Using $I_0'=I_1$ and $I_1'=I_0-I_1/x$,
\begin{align}
g'&=e^{-x}\Big[(I_0-I_1)-x(I_0-I_1)+x\Big(I_1-I_0+\frac{I_1}{x}\Big)\Big]\nonumber\\
&=e^{-x}\,[I_0-2x(I_0-I_1)] .
\end{align}
The maximum lies at $x=0.790$, or $kL=\sqrt{2x}=1.257$. The turnover comes when the correlation length is comparable with $1/k$, so that the spectrum no longer covers the whole energy circle.

\section{The same limit from classical mechanics}

The relaxation rate $1/\tau$ in \eqref{large} contains no $\hbar$ once it is written with $p=\hbar k$ and $v=\hbar k/m$; the total rate, $\Gamma\simeq\sqrt\pi\,V^2L/(\hbar^2v)$, does. A fast classical particle shows why. It moves along $x$ through a random potential with correlation $V^2e^{-r^2/L^2}$. The correlation of the sideways force along its path is minus the second $y$-derivative at $y=0$, that is $(2V^2/L^2)e^{-x^2/L^2}$. The sideways momentum diffuses:
\begin{equation}
\frac{d\langle p_y^2\rangle}{dt}=\frac1v\int_{-\infty}^{\infty}\frac{2V^2}{L^2}e^{-x^2/L^2}dx=\frac{2\sqrt\pi\,V^2}{Lv}.
\end{equation}
Since $\theta\simeq p_y/p$ and $\langle\cos\theta\rangle\simeq1-\langle\theta^2\rangle/2$, the forward momentum decays at the rate
\begin{equation}
\frac1\tau=\frac{\sqrt\pi\,V^2}{L\,p^2v},
\end{equation}
which is the second relation in \eqref{large}. At fixed height a longer bump has gentler slopes. The force falls as $1/L$ and its square as $1/L^2$, while the force keeps its sign for a time that grows as $L$. The product is $1/L$.

This reading also extends the range of the result. The Born approximation for single collisions requires a small phase $VL/\hbar v$, which fails for large $L$. For $kL\gg1$ the diffusion of direction needs only $V$ well below the kinetic energy $E$. Classical trajectories in random potentials, 3000 per run, gave a decay rate of 0.94 times the formula at $V/E=0.05$. The sampling error is at least $\sqrt{2/3000}\simeq3\%$, and building each potential from only 64 plane waves can bias the rate by several per cent more. At $V/E=0.27$, the value in the example below, the ratio was 1.02. At this strength it can shift by more than 10\% with the way the particles are started and the time they are followed, so it confirms the size of the rate and not its exact value.

\section{Numbers for a silicon inversion layer}

Take electrons on Si(100) with $m=0.19\,m_0$, $N=10^{13}$ cm$^{-2}$, $N_{\rm dep}=5\times10^{11}$ cm$^{-2}$ and $D=0.2$ nm. The field is $F=0.851$ MV/cm, so $V=85.1\ \mathrm{meV/nm}\times0.2\ \mathrm{nm}=17.0$ meV. With two spins and two valleys $k_F=\sqrt{\pi N}=0.5605$ nm$^{-1}$, and $E_F=63.0$ meV. The worst correlation length is $L=1.257/0.5605=2.24$ nm. At the Fermi circle:

\begin{center}
\begin{tabular}{rrrrr}
$L$ & $\Gamma$ & $\langle1-\cos\theta\rangle$ & $1/\tau$ & $\mu$\\
nm & $10^{12}$/s & & $10^{12}$/s & cm$^2$/Vs\\[3pt]
0.5 & 0.83 & 0.980 & 0.81 & 11400\\
1.0 & 2.96 & 0.922 & 2.73 & 3390\\
2.24 & 9.14 & 0.633 & 5.78 & 1600\\
5.0 & 18.0 & 0.139 & 2.51 & 3690\\
10 & 35.0 & 0.032 & 1.13 & 8180\\
20 & 69.5 & 0.0080 & 0.555 & 16700
\end{tabular}
\end{center}

From 2.24 to 20 nm the collision rate rises by a factor $69.5/9.14=7.6$, while the loss per collision falls by $0.633/0.0080\simeq79$. The mobility gains their quotient, a factor 10.4.

At 300 K the mobility is an average of $\tau$ over energy with weight $E(-\partial f/\partial E)$, where $f$ is the Fermi function. If all electrons stay in the one subband, roughness alone gives a minimum of 2500 cm$^2$/Vs at $L=1.75$ nm and 31\,300 cm$^2$/Vs at 20 nm. The average favours fast electrons, whose larger $k$ puts the turnover at smaller $L$. On the far side $\tau\propto k^3$, so they also raise the mean.

At 20 nm the Born phase is 1.5, so the classical argument is needed there. It supports $1/\tau$ alone; the separate values of $\Gamma$ and of the loss per collision are then only formal Born values. The transport mean free path $v\tau$ is 615 nm, well above $L$. For $kL\gg1$, $v\tau$ grows in proportion to $L$, so their ratio tends to $4E^2/(\sqrt\pi\,V^2)\simeq31$; closer to the turnover it is somewhat lower but stays above 20. Only if $V$ became comparable with $E$ would an electron follow individual slopes and a local relaxation rate lose its meaning.

\section{When small angles are not the whole reason}

Gaussian roughness has almost no short-wave components when $L$ is large. Exponential correlation, $D^2e^{-\sqrt2r/L}$, has a cusp at $r=0$ and a long tail in its spectrum. From $\int_0^\infty 2\pi r\,e^{-ar}J_0(qr)\,dr=2\pi a/(a^2+q^2)^{3/2}$ with $a=\sqrt2/L$,
\begin{equation}
S(q)=\frac{\pi D^2L^2}{(1+q^2L^2/2)^{3/2}} .
\end{equation}
Put $\varphi=\theta/2$ and $b=\sqrt2\,kL$. Then $q^2L^2/2=b^2\sin^2\varphi$, $1-\cos\theta=2\sin^2\varphi$, and
\begin{equation}
\frac1\tau=\frac{4mV^2L^2}{\hbar^3}\,J,\qquad
J=\int_0^{\pi/2}\frac{\sin^2\varphi\,d\varphi}{(1+b^2\sin^2\varphi)^{3/2}} .
\end{equation}
For $b\gg1$ split the integral at $\delta$ with $1/b\ll\delta\ll1$. Below $\delta$ set $u=b\varphi$; above it drop the 1 in the denominator:
\begin{align}
b^3J&\simeq\int_0^{b\delta}\frac{u^2du}{(1+u^2)^{3/2}}+\int_\delta^{\pi/2}\frac{d\varphi}{\sin\varphi}\nonumber\\
&\simeq[\ln(2b\delta)-1]+\ln\frac2\delta=\ln(4b)-1 .
\end{align}
The first integral is $\operatorname{arsinh}u-u/\sqrt{1+u^2}$ at the upper end. With $b^3=2\sqrt2\,k^3L^3$,
\begin{equation}
\frac1\tau\simeq\frac{\sqrt2\,mV^2}{\hbar^3k^3L}\,\big[\ln(4\sqrt2\,kL)-1\big].
\end{equation}
The mobility still rises, but more slowly. The logarithm says that octaves of angle with $1/(kL)\ll\theta\ll1$ contribute about equally; the octaves nearest $1/(kL)$ give less. In the example the mobility goes from 2740 cm$^2$/Vs at its minimum ($L=2.75$ nm) to 6690 at 20 nm. There, turns by more than $90^\circ$ supply 28\% of the relaxation. That part weakens because the tail of the spectrum, proportional to $D^2/(q^3L)$, sinks as $L$ grows.

Screening alters the count again. To first order in a static potential energy of wave number $q$, a 2D gas at zero temperature with degeneracy $g$ responds with
\begin{equation}
\chi=\frac{gm}{\pi^2\hbar^2}\int_0^{k_F}\!k'dk'\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\varphi}{q^2+2k'q\cos\varphi}.
\end{equation}
The principal value is zero for $2k'>q$ and $2\pi/(q\sqrt{q^2-4k'^2})$ for $2k'<q$. For $q<2k_F$ the remaining integral $\int_0^{q/2}k'dk'/\sqrt{q^2-4k'^2}$ equals $q/4$, so $\chi=gm/(2\pi\hbar^2)$, the density of states. The Coulomb energy is $2\pi e^2G(q)/(\bar\kappa q)$, where $\bar\kappa$ is the mean permittivity of silicon and oxide, and $G$ accounts for the layer's thickness, with $G(0)=1$. The scattering potential is divided by
\begin{equation}
\epsilon(q)=1+\frac{q_s}{q}\,G(q),\qquad q_s=\frac{gme^2}{\bar\kappa\hbar^2}.
\end{equation}
At small $q$ the rate acquires the factor $1/\epsilon^2\simeq q^2/q_s^2$, hence another $L^{-2}$ for small-angle scattering. For Gaussian roughness $\Gamma\propto L^{-1}$ and $1/\tau\propto L^{-3}$; the computed powers between $kL=200$ and 400 are $-1.01$ and $-3.01$. Collisions now do become weaker in total, and the small angles add to the gain. These powers assume an oxide much thicker than $L$. A gate at distance $t$ cuts off the Coulomb energy for $qt\lesssim1$, so $\epsilon(q)$ levels off at a constant, and for $L\gg t$ the powers drift back towards $+1$ and $-1$ with a smaller prefactor. With a gate a few nanometres away this has happened by $kL=200$.

For screened exponential roughness the integrand at small $q$ is suppressed so much that large angles dominate. The relaxation rate falls as $1/L$, simply because the spectral tail does. At 20 nm, turns beyond $90^\circ$ supply 68\% of it. Here concentration into small angles explains where the roughness power went, but the surviving resistance comes from what was left behind at large angles.

\section{Beside a real transistor}

Silicon--oxide interfaces have, roughly, heights of a few tenths of a nanometre and correlation lengths of one to a few nanometres. At the density of the example they sit near the turnover; 20 nm at this height is a hypothetical case. In a cold layer of lower density the turnover lies at larger $L$, since $1/k_F$ grows as $1/\sqrt N$. Several assumptions matter there.

\begin{itemize}
\item \emph{Screening.} In the example $q_s=1.84$ nm$^{-1}$ exceeds $k_F$. For Gaussian roughness it lifts the minimum from 1600 to 5800 cm$^2$/Vs and moves it only to 2.05 nm. The screened value at 20 nm, $3\times10^6$ cm$^2$/Vs, shows the Gaussian's missing tail and is no forecast. Coulomb corrections to the roughness matrix element are left out.
\item \emph{One subband.} This assumption fails at the chosen density. The Hartree levels, computed with all electrons in the lowest subband, put the next ones 50.5 and 52.8 meV higher, below $E_F=63.0$ meV. They would fill even at zero temperature. With these three levels held fixed, 54\% of the electrons would leave the lowest subband at 300 K. This overstates the share: electrons in higher subbands sit farther from the interface, which steepens the outer potential and raises those levels. A self-consistent filling at 300 K leaves about a third outside. The worst $L$ at 300 K then moves only from 1.75 to about 1.9 nm, because thermal energy keeps the remaining electrons fast. Scattering between subbands is not included.
\item \emph{Phonons.} With rough deformation-potential parameters, acoustic phonons alone allow 1750 cm$^2$/Vs at 300 K. Adding inverse mobilities, an approximation, gives 1030 cm$^2$/Vs at the roughness minimum and 1660 at 20 nm. A roughness gain of more than tenfold becomes a factor 1.6, before optical and intervalley phonons are counted.
\end{itemize}

The comparison also holds $D$ fixed. For $kL\gg1$ the unscreened Gaussian rate varies as $D^2/L$, so a doubled correlation length is cancelled by a 41\% increase in height. Nearer the turnover the figure differs: from 5 to 10 nm the table gives $\sqrt{2.51/1.13}\simeq1.49$, or 49\%. Below the turnover a longer correlation length lowers the mobility even at constant height. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
N = 1.00e+13 cm^-2, N_dep = 5.0e+11 cm^-2, D = 0.2 nm
masses: in-plane 0.19, normal 0.916; kappa Si 11.7, oxide 3.9
mean field F = 0.851 MV/cm; V = eFD = 17.01 meV
level shift per wall shift / eF = 1.0000
k_F = 0.5605 nm^-1, E_F = 63.0 meV, v_F = 3.415e+07 cm/s
peak rate: x = 0.7900, kL = 1.2570, L = 2.243 nm
L nm | total 1e12/s | mean 1-cos | transport 1e12/s | mu k_F | mu 300K cm2/Vs
 0.500    0.828   0.9804   0.8120     11400     11711
 1.000    2.962   0.9217   2.7300      3391      3793
 2.243    9.137   0.6329   5.7833      1601      2760
 5.000   18.006   0.1393   2.5090      3690      7323
10.000   34.958   0.0324   1.1317      8180     15488
20.000   69.482   0.0080   0.5552     16674     31341
mobility gain at k_F, L_peak to 20 nm: 10.42
300 K: mobility minimum at L = 1.751 nm, 2496 cm2/Vs
powers of L at kL = 200 to 400:
  Gaussian, total: 1.000
  Gaussian, transport: -1.000
  Gaussian screened, total: -1.008
  Gaussian screened, transport: -3.011
  exponential screened, transport: -1.000
exponential roughness: peak kL = 1.541, L = 2.750 nm
  mobility at peak, 20 nm: 2741, 6693 cm2/Vs
share of momentum relaxation from angles above 90 deg, L = 20 nm:
  Gaussian: 6.59e-27
  exponential: 0.278
  exponential screened: 0.676
screening: q_TF = 1.841 nm^-1, form factor at k_F = 0.538
  2D response / density of states = 0.990
  Gaussian screened: peak kL = 1.147, L = 2.047 nm
  mobility at that L, 20 nm: 5776, 3.053e+06 cm2/Vs
classical rate / formula at V/E = 0.05: 0.937
classical rate / formula at V/E_F = 0.270: 1.023
Born phase VL/(hbar v): L_peak 0.170, 20 nm 1.514
hbar/(tau E_F) at L_peak = 0.0604
mean free path: L_peak 59.1 nm, 20 nm 615 nm
second level at 50.5 meV, other valleys at 52.8 meV
share of electrons outside lowest subband at 300 K = 0.538
acoustic phonons: D_ac 12.0 eV, density 2330.0 kg/m3, sound 9000.0 m/s
  acoustic-phonon mobility at 300 K = 1750 cm2/Vs
  with roughness, L = 1.751 nm: 1029 cm2/Vs
  with roughness, L = 20.000 nm: 1657 cm2/Vs
\end{verbatim}
